# How the curvature of a moving step changes along normal trajectories, part 2

A step is the edge of an atomic layer on a crystal surface, treated here as a smooth curve in a plane. How does its curvature $\kappa$ change as it moves? The unit normal $\mathbf n$ points from the upper terrace to the lower one, $v$ is the speed along it, and $\mathbf t$ is the unit tangent. With $\mathbf n_s=\kappa\,\mathbf t$, a forward bulge has positive curvature. Subscripts $x$, $t$, $u$ and $s$ denote derivatives.

A first derivation, which carried the frame $\mathbf t,\mathbf n$ along with labelled points of the step, gave

$$\boxed{\;\kappa_t=-v_{ss}-\kappa^2v\;}\qquad\text{(along normal trajectories)},$$

where $s$ is arc length and a normal trajectory is the path of a point with no velocity along the step. The term $-\kappa^2v$ came from stretching of the step. For a point that slides through the labels $u$ with tangential speed $w$,

$$\frac{d\kappa}{dt}=\kappa_t+\dot u\,\kappa_u
=-v_{ss}-\kappa^2v+w\,\kappa_s.$$

If $v$ is uniform and constant, a point with initial curvature $\kappa_0$ has

$$\kappa(t)=\frac{\kappa_0}{1+\kappa_0vt},$$

and for $v>0$ a groove ($\kappa_0<0$) focuses at

$$t_{\rm focus}=\frac{1}{v|\kappa_0|}.$$

One example of a speed law was $v=v_0-B\kappa$, with constant $v_0$ and $B>0$; its second part acts like line tension.

The closed-curve errors in the numerical output come from a test in dimensionless units with $r=1+0.3\cos3u+0.1\sin2u$, $v=1+0.4\cos(2u+1)+0.2\sin u$ and, for sliding labels, $w=0.5+0.3\sin u$.

A second, local derivation is now under way. Near a chosen point $P$ and for a short time, the step is written as $y=h(x,t)$, with the lower terrace on the side of larger $y$. With $G=\sqrt{1+h_x^2}$,

$$\mathbf t=\frac{(1,h_x)}{G},\qquad
\mathbf n=\frac{(-h_x,1)}{G},\qquad
\partial_s=\frac1G\partial_x .$$

The curvature and normal speed are

$$\kappa=-\frac{h_{xx}}{G^3},$$

$$v=\frac{-h_x\dot x+\dot y}{G}=\frac{h_t}{G}.$$

### The law at one point

Now choose the $y$ axis along $\mathbf n$ at $P$ at the instant considered, and keep the axes fixed afterwards. This is allowed because rotating the axes changes neither curvature nor normal speed. At $P$,

$$h_x=0,\qquad G=1,\qquad G_x=\frac{h_xh_{xx}}G=0,\qquad G_t=\frac{h_xh_{xt}}G=0.$$

These equalities hold at $P$ at that instant. Derivatives must be taken before the values are inserted.

The curvature changes at fixed $x$ by

$$\kappa_t\big|_x=-\frac{h_{xxt}}{G^3}+\frac{3h_{xx}G_t}{G^4}=-h_{xxt}.$$

A normal trajectory has $\dot x=-vh_x/G$, which vanishes at $P$. The rate along it is $\kappa_t|_x+\dot x\kappa_x$, so at this point and instant it is also $-h_{xxt}$.

It remains to express $h_{xxt}$ through the normal speed. The second arc-length derivative is

$$v_{ss}=\frac1G\partial_x\!\left(\frac{v_x}{G}\right)=\frac{v_{xx}}{G^2}-\frac{G_xv_x}{G^3}=v_{xx}\quad\text{at }P.$$

Differentiating $v=h_t/G$ twice gives

$$v_{xx}=\frac{h_{txx}}G-\frac{2h_{tx}G_x}{G^2}-\frac{h_tG_{xx}}{G^2}+\frac{2h_tG_x^2}{G^3}.$$

The second and fourth terms vanish at $P$, but the third does not. From $GG_x=h_xh_{xx}$, one more derivative gives

$$G_x^2+GG_{xx}=h_{xx}^2+h_xh_{xxx},$$

so $G_{xx}=h_{xx}^2$ at $P$. There $\kappa=-h_{xx}$ and $v=h_t$. Therefore

$$v_{ss}=h_{txx}-h_th_{xx}^2=h_{txx}-\kappa^2v.$$

With $h_{xxt}=h_{txx}$, the normal-trajectory rate is

$$\kappa_t=-h_{txx}=-v_{ss}-\kappa^2v.$$

The point and instant were arbitrary, so the law holds at every smooth point. At another point or time the axes are chosen afresh.

### What each derivation assumes

Both derivations need a smooth curve in a flat plane and continuous mixed derivatives. Neither needs a law for the speed, and neither survives a corner or a collision.

The moving-frame derivation assumes a family of labels that follow normal trajectories over an interval of time. In return it gives the stretch, the rotation and the conservation of total turning, and it can be integrated forward, as in the uniform-speed problem. It applies directly to steps with overhangs.

The local derivation needs a graph near one point for a short time, together with the freedom to rotate the axes. It needs no labels elsewhere on the step. A step with overhangs causes no difficulty, since each smooth piece is a graph in suitable axes.

The two also give $-\kappa^2v$ different origins. In the first derivation it is dilution by stretching. In the second it corrects for the difference between speed along the fixed $y$ axis and speed along the local normal. If a curved step moves rigidly along $y$, its normal speed falls on both sides of the crest because the normal tilts. Then $h_{txx}=0$ and $v_{ss}=-\kappa^2v$ at the crest: the two terms of the law cancel, as an unchanging shape requires.

### The rate at a fixed lateral position

In fixed axes with a general slope, a point held at constant $x$ has velocity $(0,h_t)$. Its tangential speed is

$$w=(0,h_t)\cdot\mathbf t=\frac{h_th_x}{G}=vh_x.$$

The sliding result then gives

$$\kappa_t\big|_x=-v_{ss}-\kappa^2v+vh_x\kappa_s.$$

A rigidly advancing step has zero rate at fixed $x$. Its normal-trajectory rate is $-vh_x\kappa_s$, which is generally nonzero on a slope, because the trajectory runs sideways through the unchanging profile.

### A meandering step in step flow

Consider a train of steps that meander in phase. The terrace width is 100 nm and the net deposition rate is 0.3 bilayer per second, so the step-flow speed is $V=100\times0.3=30$ nm/s. The wavelength is 2000 nm, which gives $q=3.14\ \mu\mathrm m^{-1}$, and the initial amplitude is $A=200$ nm. Prescribe

$$h=Vt+Ae^{\sigma t}\cos qx,\qquad \sigma=0.005\ \mathrm{s^{-1}}.$$

The amplification rate is chosen. The example follows the geometry of a growing meander and does not predict the instability.

At the initial crest, $h_x=0$ and

$$\kappa=Aq^2=1.974\ \mu\mathrm m^{-1},\qquad v=V+\sigma A=31\ \mathrm{nm/s}.$$

Because $h_{txx}=-\sigma Aq^2$ there, the local formula gives $-v_{ss}=\sigma Aq^2+\kappa^2v$. In units of $\mu\mathrm m^{-1}\mathrm s^{-1}$,

$$-v_{ss}=0.1307,\qquad -\kappa^2v=-0.1208,\qquad \kappa_t=0.0099.$$

The sum is $\sigma\kappa=0.005\times1.974$. Dropping the stretching term would make the rate about 13 times too large. Dropping the speed-variation term would give the wrong sign. Most of each term describes rigid advance, and the small remainder describes growth of the meander.

At the trough, $\kappa=-1.974\ \mu\mathrm m^{-1}$ and $v=29$ nm/s. The terms are $0.1031$ and $-0.1130$, with sum $-0.0099\ \mu\mathrm m^{-1}\mathrm s^{-1}$. The groove becomes more strongly curved.

On the flank at $x=250$ nm, $qx=\pi/4$. The curvature is $1.065\ \mu\mathrm m^{-1}$ and the normal speed is 28.06 nm/s. In the same units as before,

$$\kappa_t\big|_{\rm normal}=-0.0225-0.0318=-0.0543,$$
$$\kappa_t\big|_x=-0.0543+0.0570=0.0027.$$

The signs differ. At this fixed position the step is becoming more curved, while a point on a normal trajectory moves away from the crest into a less curved part of the profile.

These rates were also tested without the curvature law. Three points initially spaced by 2 nm in $x$ were carried along normal trajectories for 0.05 s forward and backward, and a circle was drawn through them at each end. The change of inverse radius gave $0.00987$, $-0.05429$ and $-0.00987\ \mu\mathrm m^{-1}\mathrm s^{-1}$ at crest, flank and trough. The law gives $0.00987$, $-0.05430$ and $-0.00987$.

### The same shape with uniform normal speed

Keep the initial shape, but now let every point advance along its normal at 30 nm/s. This is a different motion from the prescribed meander, whose speed along $y$ was nearly uniform. The most negative initial curvature is at the trough, where $|\cos qx|$ is largest and $G$ is smallest. Therefore

$$t_{\rm focus}=\frac1{(0.030\ \mu\mathrm{m/s})(1.974\ \mu\mathrm m^{-1})}=16.9\ \mathrm s.$$

In that time the stated deposition rate supplies about 5.1 bilayers, while this motion would need about 5.5: the curved step is about 9 per cent longer than its period, so it sweeps more area than a straight step with the same normal speed. The motion therefore illustrates the geometry and is not a model of growth at that deposition rate. At half the focusing time the crest curvature has fallen to $1.32\ \mu\mathrm m^{-1}$, two thirds of its initial value, while the trough curvature has doubled in magnitude to $3.95\ \mu\mathrm m^{-1}$.

No collision occurs earlier. A normal starting at $x$ reaches the lateral position $x-Vt\,h_x/G$. Since $\partial_x(h_x/G)=h_{xx}/G^3=-\kappa_0$, the derivative of that position is $1+\kappa_0Vt$. It stays positive along the whole step until $t_{\rm focus}$, so the order of the points is preserved.

### How far the example represents a real surface

The temperature of 1170 K, the terrace width, the deposition rate and the micrometre-scale meander are rough values meant for step flow on Si(111). The step stiffness used below, 0.3 eV/nm, is also rough. The perfectly regular, in-phase train is an idealization, and real terraces vary in width. Suppose this adds $\epsilon V\cos qx$ to the speed along $y$. At the crest it changes the curvature rate by $\epsilon Vq^2$. For $\epsilon=0.01$ the change is $0.0030\ \mu\mathrm m^{-1}\mathrm s^{-1}$, or 30 per cent of the original rate. A modulation of about 3.3 per cent with the opposite sign would cancel the rate entirely, since then $\epsilon V=\sigma A=1$ nm/s. The kinematic law remains valid in each case, but the predicted number depends strongly on the supplied speed.

### Roughness, atoms and higher harmonics

Thermal motion also bends a step. For an isolated, nearly straight step of stiffness $\beta$, the energy is $(\beta/2)\int h_x^2\,dx$. Over a period $\lambda$, a cosine of amplitude $a_m$ and wave number $q_m=mq$ has energy $\beta q_m^2a_m^2\lambda/4$. Equipartition assigns it $k_BT/2$, so

$$\langle a_m^2\rangle=\frac{2k_BT}{\beta q_m^2\lambda}.$$

The corresponding sine has the same variance. At any point the two contribute with weights $\cos^2q_mx$ and $\sin^2q_mx$, whose sum is one. Curvature multiplies each amplitude by $q_m^2$, giving

$$\langle\kappa^2\rangle=\sum_m q_m^4\langle a_m^2\rangle=\sum_m\frac{2k_BTq_m^2}{\beta\lambda}.$$

Keeping $m=1$ to $4$, with $k_BT=0.101$ eV, gives an rms curvature of $0.32\ \mu\mathrm m^{-1}$, or 16 per cent of the crest curvature. This is an estimate, since the meander reaches a slope of 0.63 and neighbouring steps are ignored. The sum grows roughly as the cube of the highest mode retained. A curvature quoted for a real step must therefore be accompanied by the shortest wavelength retained in its shape. Averaging $\kappa$ along an arc does not remove this dependence: the average is the turning angle between the ends divided by the arc length, and the slopes at the ends still contain the short waves. Averaging does weaken it: once the retained wavelengths are shorter than the arc, the mean square of the averaged curvature grows only in proportion to the highest mode, not as its cube.

The part of the step described by a smooth curve must also span many atoms. Across a 250 nm arc at the crest, the height of the arc above its chord is roughly $\kappa L^2/8=15.4$ nm, or 47 atomic rows if the row spacing is taken as 0.33 nm. This uses the crest curvature over the whole arc; the curvature falls away from the crest, and the actual profile gives 14.9 nm, about 45 rows. The atomic spacing is therefore small on that scale. Thermal wandering is less negligible: for a nearly straight, isolated step held at both ends of the arc, the midpoint has an rms displacement $\sqrt{k_BTL/(4\beta)}\approx4.6$ nm. The smooth curve thus describes the average shape of the step, not its momentary wandering or its individual kinks.

Finally, the prescribed profile remains a single cosine, but its curvature does not, because of the factor $G^{-3}$. The third harmonic of the curvature is 12 per cent of the first. A normal speed containing $-B\kappa$ adds $-B\kappa G=Bh_{xx}/G^2$ to $h_t$, whose third harmonic is about 8 per cent of its first. It would feed a third harmonic into the step shape, so the assumed profile would not persist unchanged in form. The curvature law would still apply, with the altered speed and shape inserted at each instant. Most of the values used here are collected in the numerical output.

## Calculated quantities

```
closed curve: relative error of curvature law   4.9e-07
closed curve with sliding labels: error         5.9e-07
same, sliding term left out: error              0.40
terrace width                     100 nm
net deposition                    0.3 bilayer/s
step-flow speed V                 30.0 nm/s
meander wavelength                2000 nm
meander amplitude A               200 nm
wave number q                     3.1416 1/um
largest slope A*q                 0.6283
amplification rate sigma          0.0050 1/s
crest at x = 0 nm
  curvature                       1.9739 1/um
  normal speed                    31.000 nm/s
  term -v_ss                      0.13066 1/(um s)
  term -kappa^2 v                 -0.12079 1/(um s)
  rate on normal trajectory, law  0.00987 1/(um s)
  same, from carried points       0.00987 1/(um s)
  rate at fixed x                 0.00987 1/(um s)
  sliding term w*kappa_s          0.00000 1/(um s)
flank at x = 250 nm
  curvature                       1.0653 1/um
  normal speed                    28.062 nm/s
  term -v_ss                      -0.02245 1/(um s)
  term -kappa^2 v                 -0.03184 1/(um s)
  rate on normal trajectory, law  -0.05430 1/(um s)
  same, from carried points       -0.05429 1/(um s)
  rate at fixed x                 0.00269 1/(um s)
  sliding term w*kappa_s          0.05699 1/(um s)
trough at x = 1000 nm
  curvature                       -1.9739 1/um
  normal speed                    29.000 nm/s
  term -v_ss                      0.10312 1/(um s)
  term -kappa^2 v                 -0.11299 1/(um s)
  rate on normal trajectory, law  -0.00987 1/(um s)
  same, from carried points       -0.00987 1/(um s)
  rate at fixed x                 -0.00987 1/(um s)
  sliding term w*kappa_s          0.00000 1/(um s)
uniform speed V: focusing time    16.89 s
  bilayers deposited by then      5.07
  crest curvature at half time    1.3159 1/um
  trough curvature at half time   -3.9478 1/um
temperature                       1170 K
thermal energy kT                 0.1008 eV
step stiffness (rough)            0.30 eV/nm
thermal rms curvature, modes 1-4  0.3154 1/um
  relative to crest curvature     0.160
sagitta of a 250 nm arc at crest  15.42 nm
  in atomic rows of 0.33 nm       46.7
third/first harmonic of curvature 0.122
1% speed modulation, crest rate   0.00296 1/(um s)
  relative to crest rate          0.300
```
